# Tunnel splitting of an integer spin in a hard-axis field: a program that tests the result

```python
# Spin tunnelling in H = -D Sz^2 + E(Sx^2 - Sy^2) - h Sx, integer S, D > E > 0, h = g muB B.
# z easy, y medium, x hard axis. ab = sqrt(2E(D+E)), x = h/(2ab), mu = -S+1/2 ... S-1/2.
# G = E_odd - E_even: signed ground gap between exp(i pi Sx) sectors (even holds m_x = S).
# Under test: |G(0)| = 8D (2S)!/((S-1)!)^2 (E/8D)^S [1+O(E^2)];
#  G = 2(2S)!(2DE)^S prod(x-mu)/(D^(2S-1)((2S-1)!)^2) [1+O(E)]; exact zeros at x = mu;
#  instanton action B + i Theta, Theta = pi(S-x), G ~ S^(3/2) exp(-B) cos(Theta).
import numpy as np, sympy as sp, mpmath as mp
from scipy import constants as cst
from scipy.linalg import expm
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
mp.mp.dps = 80
fac, mpf = mp.factorial, mp.mpf

def spin(S):
    m = np.arange(-S, S + 0.5)
    Sp = np.diag(np.sqrt((S - m[:-1])*(S + m[:-1] + 1)), -1).astype(complex)
    return (Sp + Sp.T)/2, (Sp - Sp.T)/2j, np.diag(m).astype(complex), Sp

def ham(S, D, E, hx=0., hy=0., hz=0., C=0.):
    X, Y, Z, P = spin(S)
    P4 = np.linalg.matrix_power(P, 4)
    return -D*Z@Z + E*(X@X - Y@Y) - hx*X - hy*Y - hz*Z + C*(P4 + P4.T)

def gap_np(*a, **k):
    w = np.linalg.eigvalsh(ham(*a, **k)); return w[1] - w[0]

def lowest(S, D, E, h, top):   # lowest level of one parity sector, Sx eigenbasis
    ms = list(range(top, -S - 1, -2)); J = S*(S + 1)
    d = [(D+E)*m*m - h*m + (D-E)*(J - m*m)/2 - D*J for m in ms]
    o2 = [(D-E)**2*(J - m*(m-1))*(J - (m-1)*(m-2))/16 for m in ms[:-1]]
    off = np.sqrt(np.array([float(t) for t in o2], dtype=float))
    T = np.diag([float(t) for t in d]) + np.diag(off, 1) + np.diag(off, -1)
    lam = mpf(float(np.linalg.eigvalsh(T)[0]))
    for _ in range(5):         # Newton on det(T - lam)
        p0, p1, q0, q1 = mpf(1), d[0] - lam, mpf(0), mpf(-1)
        for k in range(1, len(d)):
            p2 = (d[k] - lam)*p1 - o2[k-1]*p0
            q2 = -p1 + (d[k] - lam)*q1 - o2[k-1]*q0
            p0, p1, q0, q1 = p1, p2, q1, q2
        lam -= p1/q1
    return lam

def G_exact(S, D, E, h):
    return lowest(S, D, E, mpf(h), S - 1) - lowest(S, D, E, mpf(h), S)

def gap_full(S, D, E, h):      # full matrix in the Sz basis, high precision
    n = 2*S + 1; P = mp.zeros(n); A = mp.zeros(n)
    for i in range(n - 1): P[i+1, i] = mp.sqrt((2*S - i)*(i + 1))
    for i in range(n): A[i, i] = -D*(i - S)**2
    A = A + E/2*(P*P + P.T*P.T) - h/2*(P + P.T)
    ev = mp.eigsy(A, eigvals_only=True)
    w = sorted(ev[i] for i in range(n)); return w[1] - w[0]

ab = lambda D, E: mp.sqrt(2*E*(D + E))
Delta0 = lambda S, D, E: 8*D*fac(2*S)/fac(S-1)**2*(E/(8*D))**S
prodmu = lambda S, x: mp.fprod(x - (j - S + mpf(1)/2) for j in range(2*S))
G_lead = lambda S, D, E, x: 2*fac(2*S)*(2*D*E)**S*prodmu(S, x)/(D**(2*S-1)*fac(2*S-1)**2)

def B_quad(S, D, E, x):
    lam = float((D-E)/(D+E)); u0 = float(x)*np.sqrt(1 - lam)/S
    f = lambda p: np.sqrt(lam)*np.sin(p)*np.sqrt(1-u0**2-lam*np.sin(p)**2)/(1-lam*np.sin(p)**2)
    return S*quad(f, 0, np.pi, epsabs=1e-12, epsrel=1e-12)[0]

# zero field: order S in E, sign, relative error quadratic in E
one = mpf(1)
assert abs(G_exact(1, one, one/5, 0) + 2*one/5) < 1e-50
assert abs(G_exact(2, one, one/5, 0) - (mp.sqrt(4 + 12*one/25) - 2)) < 1e-50
for S in range(2, 9):
    err = [G_exact(S, one, e, 0)/((-1)**S*Delta0(S, one, e)) - 1 for e in (mpf('1e-4'), mpf('5e-5'))]
    assert abs(err[0]) < 1e-6 and abs(err[0]/err[1] - 4) < 0.05
# finite field: relative error linear in E at fixed x
for S, x in ((3, mpf('1.2')), (4, mpf('2.3')), (6, mpf('7.1'))):
    err = [G_exact(S, one, e, 2*ab(one, e)*x)/G_lead(S, one, e, x) - 1 for e in (mpf('1e-5'), mpf('5e-6'))]
    assert abs(err[0]) < 1e-2 and abs(err[0]/err[1] - 2) < 0.05
# symbolic sum over ascending paths in the original H against the product
Ds, Es, hs = sp.symbols('D E h', positive=True)
for S in range(1, 6):
    beta = {-1: 0, 0: sp.Integer(1)}
    for k in range(1, 2*S):
        beta[k] = sp.expand((hs/2*beta[k-1] - Es/2*beta[k-2])/(Ds*k*(2*S - k)))
    paths = hs/2*beta[2*S-1] - Es/2*beta[2*S-2]
    prod = sp.prod([hs**2/4 - 2*Ds*Es*(j + sp.Rational(1, 2))**2 for j in range(S)])
    assert sp.expand(paths - prod/(Ds**(2*S-1)*sp.factorial(2*S-1)**2)) == 0
# imaginary rotation gives the tridiagonal form; degenerate pairs at x = mu
S, D, E, h = 4, 1.0, 0.25, 0.83
w_ab = np.sqrt(2*E*(D + E)); al = np.arctanh(np.sqrt(2*E/(D + E))); X = spin(S)[0]
Ht = expm(al*X) @ ham(S, D, E, h) @ expm(-al*X)
m = np.arange(-S, S + 1.); s = np.sqrt((S - m[:-1])*(S + m[:-1] + 1)); mu = m[:-1] + 0.5
T = np.diag(E*S*(S+1) - (D+3*E)*m**2) + np.diag(s*(w_ab*mu - h/2), -1) - np.diag(s*(w_ab*mu + h/2), 1)
assert np.abs(Ht - T).max() < 1e-9
for mu1 in (0.5, 1.5, 2.5, 3.5):
    w = np.linalg.eigvalsh(ham(S, D, E, 2*w_ab*mu1))
    assert w[1] - w[0] < 1e-11 and np.sum(np.diff(w) < 1e-11) == int(S - mu1 + 0.5)
assert abs(w[0] - (E*S*(S+1) - (D+3*E)*S**2)) < 1e-10
# controls
D, E = 1.0, 0.2; w_ab = np.sqrt(2*E*(D + E))
assert np.all(np.diff([gap_np(3, D, E, hy=t) for t in np.linspace(0, 6*w_ab, 60)]) > 0)
for key in ('hy', 'hz'):
    r = gap_np(3, D, E, hx=w_ab, **{key: 2e-4})/gap_np(3, D, E, hx=w_ab, **{key: 1e-4})
    assert abs(r - 2) < 1e-3
    print(f"control S=3, D=1, E=0.2: gap ratio on doubling {key} at x=1/2 = {r:.5f}")
gC = gap_np(3, D, E, hx=w_ab, C=1e-3); assert gC > 1e-5
print(f"control S=3: gap at x=1/2 with quartic C=0.001 D = {gC:.4e} D")
assert gap_np(2.5, D, E) < 1e-12 and gap_np(2.5, D, E, hx=2*w_ab) < 1e-12
assert gap_np(2.5, D, E, hx=w_ab) > 1e-3
# product = Gamma envelope times Berry cosine
for S, x in ((3, mpf('0.37')), (10, mpf('6.81'))):
    env = mp.gamma(S + one/2 + x)*mp.gamma(S + one/2 - x)/mp.pi
    assert abs(prodmu(S, x)/(env*mp.cos(mp.pi*(S - x))) - 1) < 1e-50

# worked example, round model parameters
S, D, E, g = 10, mpf('0.5'), mpf('0.05'), 2.0
KperT = g*cst.physical_constants['Bohr magneton in K/T'][0]; HzperK = cst.k/cst.h
sp_h = 2*ab(D, E); lam = float((D-E)/(D+E))
for x in (0, mpf('2.3')):
    assert abs(gap_full(S, D, E, sp_h*x)/abs(G_exact(S, D, E, sp_h*x)) - 1) < 1e-30
G0, L0 = G_exact(S, D, E, 0), Delta0(S, D, E)
stir = 8*D*mpf(S)**1.5/mp.sqrt(mp.pi)*(E/(2*D))**S
assert abs(G0/L0 - 1) < 0.05 and abs(stir/L0 - 1) < 0.02
print(f"S = {S}, D = {float(D)} K, E = {float(E)} K, g = {g}, g muB/kB = {KperT:.6f} K/T")
print(f"(2S)!/((S-1)!)^2 = {float(fac(2*S)/fac(S-1)**2):.6e}, (E/8D)^S = {float((E/(8*D))**S):.6e}")
print(f"Delta(0) order S = {float(L0):.5e} K, Stirling form = {float(stir):.5e} K")
print(f"Delta(0) exact = {float(G0):.5e} K = {float(G0)*HzperK:.5f} Hz")
print(f"exact/order S = {float(G0/L0):.5f}")
print(f"lambda = {lam:.6f}, ab = {float(sp_h/2):.6f} K")
print(f"zero spacing 2ab = {float(sp_h):.6f} K = {float(sp_h)/KperT:.6f} T")
print(f"leading-order spacing 2 sqrt(2DE) = {float(2*mp.sqrt(2*D*E))/KperT:.6f} T")
print(f"oscillation ends (x=S) at {S*float(sp_h)/KperT:.5f} T; saturation 2(D+E)S at {float(2*(D+E)*S)/KperT:.5f} T")
f = lambda t: float(G_exact(S, D, E, t))
grid = np.linspace(0.0, 7.0, 101); vals = [f(t) for t in grid]
roots = [brentq(f, grid[i], grid[i+1], xtol=1e-14) for i in range(100) if vals[i]*vals[i+1] < 0]
assert len(roots) == S
for j, r in enumerate(roots):
    assert abs(r/float(sp_h) - (j + 0.5)) < 1e-10
    print(f"quench {j+1}: x = {r/float(sp_h):.10f}, B = {r/KperT:.6f} T")
for x in (1, 2, 3, 5, 7, 9, 11):
    ge, gl = G_exact(S, D, E, sp_h*x), G_lead(S, D, E, mpf(x))
    assert ge*gl > 0 and (x >= S or ge*mp.cos(mp.pi*(S - x)) > 0)
    print(f"x = {x}: B = {x*float(sp_h)/KperT:.4f} T, G exact = {float(ge):.4e} K, G leading = {float(gl):.4e} K")
# instanton from the imaginary-time equations of motion
x = 3.0; k1, k2, h = float(D+E), float(D-E), 3.0*float(sp_h); u0 = h/(2*k1*S)
rts = np.roots([k1 - k2, -h/S, k2 + k1*u0**2]); um = rts[np.argmax(rts.imag)]
def eom(t, y):
    u, p = y[0], y[1]
    dp = -1j*(2*k1*S*u - 2*k2*S*u*np.sin(p)**2 - h)
    du = 1j*k2*S*(1 - u*u)*np.sin(2*p)
    en = k1*S*S*u*u + k2*S*S*(1 - u*u)*np.sin(p)**2 - h*S*u + k1*S*S*u0**2
    return [du, dp, 1j*S*(1 - u)*dp + en]
om0 = 2*S*np.sqrt(k1*k2*(1 - u0**2))
sol = solve_ivp(eom, [0, 12/om0], np.array([um, np.pi/2, 0], dtype=complex),
                method='DOP853', rtol=1e-11, atol=1e-13)
uT, pT, aT = sol.y[:, -1]
assert abs(pT - np.pi) < 1e-3 and abs(uT - u0) < 1e-3 and np.abs(sol.y[1].imag).max() < 1e-5
act = 2*(aT + 1j*S*(1 - u0)*(np.pi - pT))
assert abs(act.imag - np.pi*(S - x)) < 1e-5 and abs(act.real - B_quad(S, D, E, x)) < 1e-5
print(f"instanton x=3: u0 = {u0:.6f}, u(mid) = {um.real:.6f} + {um.imag:.6f} i, omega0 = {om0:.5f} K")
print(f"instanton x=3: B = {act.real:.6f}, Theta/pi = {act.imag/np.pi:.6f}")
B0 = float(-S*mp.log((D - mp.sqrt(D*D - E*E))/E))
assert abs(B0 - B_quad(S, D, E, 0)) < 1e-9
print(f"instanton x=0: B = {B0:.6f}, S ln(2D/E) = {float(S*mp.log(2*D/E)):.6f}")
# exponent against exact gaps at S = 30, 32; the residual is O(1/S^2)
for frac in (0, 0.5):
    ga, gb = (G_exact(n, D, E, sp_h*int(frac*n)) for n in (30, 32))
    assert ga*mp.cos(mp.pi*30*(1 - frac)) > 0 and gb*mp.cos(mp.pi*32*(1 - frac)) > 0
    slope = -float(mp.log(abs(gb/ga)) - 1.5*mp.log(mpf(32)/30))/2
    BS = B_quad(30, D, E, frac*30)/30
    assert abs(slope - BS) < 4e-3
    print(f"x/S = {frac}: B/S from exact gaps (S=30,32) = {slope:.5f}, instanton = {BS:.5f}")
print("every check passed")
```

Output:

```
control S=3, D=1, E=0.2: gap ratio on doubling hy at x=1/2 = 2.00000
control S=3, D=1, E=0.2: gap ratio on doubling hz at x=1/2 = 2.00000
control S=3: gap at x=1/2 with quartic C=0.001 D = 2.2939e-02 D
S = 10, D = 0.5 K, E = 0.05 K, g = 2.0, g muB/kB = 1.343428 K/T
(2S)!/((S-1)!)^2 = 1.847560e+07, (E/8D)^S = 9.313226e-20
Delta(0) order S = 6.88270e-12 K, Stirling form = 6.96923e-12 K
Delta(0) exact = 7.00979e-12 K = 0.14606 Hz
exact/order S = 1.01847
lambda = 0.818182, ab = 0.234521 K
zero spacing 2ab = 0.469042 K = 0.349138 T
leading-order spacing 2 sqrt(2DE) = 0.332890 T
oscillation ends (x=S) at 3.49138 T; saturation 2(D+E)S at 8.18801 T
quench 1: x = 0.5000000000, B = 0.174569 T
quench 2: x = 1.5000000000, B = 0.523707 T
quench 3: x = 2.5000000000, B = 0.872845 T
quench 4: x = 3.5000000000, B = 1.221983 T
quench 5: x = 4.5000000000, B = 1.571121 T
quench 6: x = 5.5000000000, B = 1.920259 T
quench 7: x = 6.5000000000, B = 2.269397 T
quench 8: x = 7.5000000000, B = 2.618535 T
quench 9: x = 8.5000000000, B = 2.967673 T
quench 10: x = 9.5000000000, B = 3.316811 T
x = 1: B = 0.3491 T, G exact = -7.6592e-12 K, G leading = -7.6072e-12 K
x = 2: B = 0.6983 T, G exact = 1.0011e-11 K, G leading = 1.0292e-11 K
x = 3: B = 1.0474 T, G exact = -1.5749e-11 K, G leading = -1.7153e-11 K
x = 5: B = 1.7457 T, G exact = -7.1580e-11 K, G leading = -9.3924e-11 K
x = 7: B = 2.4440 T, G exact = -8.7492e-10 K, G leading = -1.5252e-09 K
x = 9: B = 3.1422 T, G exact = -5.1229e-08 K, G leading = -1.3167e-07 K
x = 11: B = 3.8405 T, G exact = 4.9537e-05 K, G leading = 2.1054e-04 K
instanton x=3: u0 = 0.127920, u(mid) = 0.703562 + 2.023611 i, omega0 = 9.86813 K
instanton x=3: B = 29.104317, Theta/pi = 7.000000
instanton x=0: B = 29.932228, S ln(2D/E) = 29.957323
x/S = 0: B/S from exact gaps (S=30,32) = 2.99309, instanton = 2.99322
x/S = 0.5: B/S from exact gaps (S=30,32) = 2.75540, instanton = 2.75561
every check passed
```
